# Trap energy and thickness scaling from a fourth-power current law

## Problem

An electron-only film at $T=300$ K shows a steady current density proportional to the fourth power of the voltage. Suppose that its traps have the density per unit energy

$$
g(E)=\frac{N_t}{E_t}\,e^{-E/E_t},\qquad E\ge 0,
$$

where $E$ is the depth below the transport level, $N_t$ the total trap density and $E_t$ the decay energy of the distribution.

1. Derive the Mark–Helfrich current law, and find $E_t$ and the dependence on thickness at fixed voltage.
2. Evaluate the current at 5 V and 10 V for a film with $L=200$ nm, relative permittivity 3, mobility $\mu=10^{-6}$ cm²/Vs, transport-state density $N_c=10^{21}$ cm⁻³ and $N_t=10^{19}$ cm⁻³.
3. Decide what the voltage, thickness and temperature dependences can each establish.
4. Estimate how far diffusion and a field-dependent mobility disturb the inference.

## Solution

### Assumptions and signs

Electrons enter at $x=0$ and leave at $x=L$. Let $F$ be the force on an electron divided by $q>0$, counted positive towards the exit. It is minus the $x$ component of the electric field. Let $J$ be the magnitude of the current density. The voltage $V=\int_0^L F\,dx$ is the electrostatic drop, that is, the applied voltage after correction for the built-in part.

The basic model has one carrier type, constant mobility, drift without diffusion, and traps in local equilibrium with the free electrons. The cathode is ohmic: it supplies as many electrons as the film can carry, which in the drift model means $F(0)=0$. Trapped charge is taken to be much larger than free charge.

### How many electrons are trapped

Let the quasi-Fermi level lie at depth $E_F$. For a non-degenerate free population,

$$
n=N_c e^{-E_F/kT},\qquad z\equiv \frac{n}{N_c}=e^{-E_F/kT}\ll1 .
$$

With trap degeneracy factor one, a trap at depth $E$ is filled with probability $1/[1+e^{(E_F-E)/kT}]$. Define $l=E_t/kT$ and $r=1/l$, and substitute $y=e^{-E/kT}$. Then $e^{-E/E_t}=y^r$, $dE=-kT\,dy/y$ and $e^{(E_F-E)/kT}=y/z$, so

$$
n_t=N_t r\int_0^1\frac{y^{r-1}}{1+y/z}\,dy
=N_t r z^r\int_0^{1/z}\frac{s^{r-1}}{1+s}\,ds ,
$$

where $y=zs$ in the last step. Suppose $l>1$, so that $0<r<1$. The part of the integral beyond $1/z$ is smaller than $\int_{1/z}^\infty s^{r-2}ds=z^{1-r}/(1-r)$, which vanishes as $z\to0$. The upper limit may then be replaced by infinity.

Call the resulting integral $I$. Take a contour around the positive real axis, with the argument of $s$ running from 0 to $2\pi$. The small and large circles contribute nothing for $0<r<1$. The two sides of the axis give $(1-e^{2\pi i r})I$, and the pole at $s=e^{i\pi}$ has residue $e^{i\pi(r-1)}=-e^{i\pi r}$. Hence

$$
I=\frac{-2\pi i\,e^{i\pi r}}{1-e^{2\pi i r}}
=\frac{2\pi i}{e^{i\pi r}-e^{-i\pi r}}
=\frac{\pi}{\sin\pi r}.
$$

The trapped density is therefore

$$
n_t=N_{\rm eff}\left(\frac{n}{N_c}\right)^{1/l},\qquad
N_{\rm eff}=N_t\frac{\pi/l}{\sin(\pi/l)}. \tag{1}
$$

Replacing the Fermi function by a sharp step would fill all traps deeper than $E_F$. That gives $n_t=N_t e^{-E_F/E_t}$, which is (1) with $N_{\rm eff}=N_t$. The power is the same and the prefactor differs.

### From trapped charge to current

Current continuity and Gauss's law give

$$
J=q\mu nF,\qquad \frac{dF}{dx}=\frac{q n_t}{\varepsilon}.
$$

The second sign is positive because $F$ is minus the electric field and the charge is negative. Insert $n=J/(q\mu F)$ into (1):

$$
F^{1/l}\frac{dF}{dx}=A,\qquad
A=\frac{qN_{\rm eff}}{\varepsilon}
\left(\frac{J}{q\mu N_c}\right)^{1/l}.
$$

Since $J$ does not depend on $x$, $A$ is constant. Integration from $F(0)=0$ yields

$$
\frac{l}{l+1}F^{(l+1)/l}=Ax,
\qquad
F(x)=\left[\frac{l+1}{l}Ax\right]^{l/(l+1)}.
$$

The power of $x$ rises by one in the next integration, from $l/(l+1)$ to $(2l+1)/(l+1)$:

$$
V=\frac{l+1}{2l+1}
\left[\frac{l+1}{l}A\right]^{l/(l+1)}
L^{(2l+1)/(l+1)}.
$$

Dividing $F(L)$ by $V$ gives the exit field

$$
F(L)=\frac{2l+1}{l+1}\frac{V}{L}. \tag{2}
$$

To solve for $J$, move the numerical factor to the left and raise both sides to the power $l+1$:

$$
\left[\frac{2l+1}{l+1}V\right]^{l+1}
=\left(\frac{l+1}{l}\right)^l A^l L^{2l+1},
\qquad
A^l=\left(\frac{qN_{\rm eff}}{\varepsilon}\right)^l\frac{J}{q\mu N_c}.
$$

Therefore

$$
J=q^{1-l}\mu N_c
\left(\frac{2l+1}{l+1}\right)^{l+1}
\left[\frac{l\,\varepsilon}{(l+1)N_{\rm eff}}\right]^l
\frac{V^{l+1}}{L^{2l+1}}. \tag{3}
$$

### The trap energy and the thickness exponent

Let $m=d\ln J/d\ln V$. Equation (3) gives $m=l+1$, so $m=4$ means $l=3$. With $kT=25.85$ meV,

$$
E_t=(m-1)kT=3\times25.85\ \text{meV}=77.6\ \text{meV},
$$

or about 78 meV. The thickness exponent at fixed voltage is $-(2l+1)=-7$, so

$$
J\propto V^4L^{-7}.
$$

The 78 meV is the energy over which the trap density falls by a factor $e$. It is not the depth of a single level. At fixed $T$, an error $\delta m$ produces $\delta E_t=kT\,\delta m$, so an error of 0.1 in the slope shifts $E_t$ by 2.6 meV within this model.

### The limit of a shallow distribution

The condition $l>1$ matters. If $l<1$, then $r>1$ and the first integral for $n_t$ is governed by $y\gg z$, where $1/(1+y/z)\simeq z/y$. To leading order in $z$,

$$
n_t\simeq N_t r z\int_0^1 y^{r-2}dy
=\frac{N_t}{N_c}\frac{n}{1-l}.
$$

To this order $n/n_t=\theta$ is constant, though the limit is approached slowly when $l$ is close to 1. If $\theta\ll1$, Gauss's law becomes $F\,dF/dx=J/(\varepsilon\mu\theta)$. Hence $F=\sqrt{2Jx/(\varepsilon\mu\theta)}$ and $V=\tfrac23\sqrt{2J/(\varepsilon\mu\theta)}\,L^{3/2}$, which gives

$$
J=\frac98\,\theta\varepsilon\mu\frac{V^2}{L^3}.
$$

When $\theta\ll1$, a shallow distribution reduces the current by the factor $\theta$ but leaves the slope at 2. In general the factor is the free fraction $n/(n+n_t)$, which equals $n/n_t$ when $n\ll n_t$ and equals 1 without traps. A slope of 4 cannot come from this regime with constant mobility.

### The current in the 200 nm film

At 10 V the mean field is 0.500 MV/cm, and (2) gives an exit field of $\tfrac74\times0.500=0.875$ MV/cm. Since $F\propto x^{3/4}$, the slope of the field at the exit is $\tfrac34F(L)/L$. Gauss's law then gives

$$
n_t(L)=\frac{3\varepsilon F(L)}{4qL}=5.44\times10^{16}\ \text{cm}^{-3}.
$$

For $l=3$, $N_{\rm eff}/N_t=1.209$. Inverting (1),

$$
n(L)=10^{21}
\left(\frac{5.44\times10^{16}}{1.209\times10^{19}}\right)^3
\text{cm}^{-3}
=9.1\times10^{13}\ \text{cm}^{-3}.
$$

The current density follows from the values at the exit:

$$
J=q\mu n(L)F(L)
=(1.602\times10^{-19})(10^{-6})(9.1\times10^{13})(8.75\times10^5)\ \text{A/cm}^2,
$$

which is 12.8 μA/cm². At 5 V it is $2^4=16$ times smaller, or 0.80 μA/cm². Doubling the thickness at 10 V divides the current by $2^7=128$ and leaves 0.10 μA/cm².

The sharp-step approximation would give 22.6 μA/cm² at 10 V. The ratio to the finite-temperature result is $1.209^3=1.77$, because $J\propto N_{\rm eff}^{-3}$. This affects a trap density deduced from the size of the current, but not $E_t$ deduced from the slope.

The free density at the exit is 0.17% of the trapped density. Retaining free charge and the full Fermi integral lowers the current by 0.4% at 5 V and 1.4% at 10 V, relative to (3). The mean slope between these voltages becomes 3.985. Neglecting free charge is therefore sound for these parameters.

It would not be sound for every trap density. With $N_t=10^{18}$ cm⁻³ and the rest unchanged, (3) would predict a thousand times more current, about 12.8 mA/cm². The trap-free limit at 10 V is 3.7 mA/cm², so the assumption $n_t\gg n$ would have failed.

### What a thickness series establishes

Let the total charge density be $q\rho(n)$, where $\rho$ is any fixed local function of $n$, and keep $\mu$ constant. Write $x=Ls$ and $F=(V/L)\phi(s)$. The equations become

$$
\frac{d\phi}{ds}=\frac{qL^2}{\varepsilon V}\rho(n),\qquad
n=\frac{J}{L}\,\frac{L^2}{V}\,\frac{1}{q\mu\phi},
\qquad \phi(0)=0,\quad \int_0^1\phi\,ds=1.
$$

Thickness, voltage and current enter through the two combinations $V/L^2$ and $J/L$. The integral condition relates them:

$$
\frac JL=f\!\left(\frac V{L^2}\right),\qquad
\left.\frac{\partial\ln J}{\partial\ln L}\right|_V=1-2m. \tag{4}
$$

For $m=4$ the result is again $-7$, but (4) did not assume exponential traps. A thickness series tests drift-dominated bulk space-charge transport with a fixed local trap law and constant mobility. Diffusion is left out of (4) and can break it. Agreement with (4) does not single out an exponential distribution.

A Gaussian distribution illustrates this. Take a centre at 0.50 eV, a standard deviation of 0.10 eV and $10^{18}$ traps per cm³. Starting from 5 V and 200 nm, doubling $L$ and multiplying $V$ by four multiplies the computed current by 2.000, as (4) requires. The local voltage slope, however, rises from 3.00 at 5 V to 3.32 at 10 V. Where drift dominates and the mobility is constant, a constant slope over a wide voltage range is thus evidence for the exponential form; a slope at one voltage is not.

### What a temperature series establishes

If the trap distribution stays fixed and the mobility does not depend on field, (3) predicts

$$
m(T)=1+\frac{E_t}{kT}=1+\frac{900\ \text{K}}{T}.
$$

The slope should be 4.60 at 250 K, 4.00 at 300 K and 3.57 at 350 K. Drift calculations with the full Fermi integral, taken between 1 V and 2 V where free charge matters least, give 4.600, 3.999 and 3.565. They test the trap statistics but leave out diffusion, so they are not predictions for a real 200 nm film at such low voltages.

Slopes that follow this line with a single $E_t$ support thermal filling of a fixed exponential distribution. They do not prove it, because a mobility whose field dependence changes with temperature also alters the slope. Nor is an energy that looks the same at every temperature necessarily the correct one, since diffusion lowers the slope, as shown below.

### A mobility that rises with field

In a disordered film the mobility can rise with field. A simple form is

$$
\mu(F)=\mu_0e^{\gamma\sqrt F}.
$$

Take the rough value $\gamma=2\times10^{-3}$ (cm/V)$^{1/2}$, with $\mu_0$ equal to the mobility used above. At the mean field for 10 V the mobility is 4.1 times $\mu_0$. The slope between 5 V and 10 V becomes 4.46, although the true $E_t$ is still 77.6 meV. Reading this slope with $E_t=(m-1)kT$ would give 89.5 meV, which is 15% too high.

The error can also be turned round. With this mobility, traps with $E_t=66.9$ meV produce a mean slope of 4 over the same voltages. Thickness helps to expose the substitution. In the scaled equations the mobility now contains $V/L$ separately, so $J/L=f(V/L^2,V/L)$. Let $p$ and $\delta$ be the logarithmic derivatives of $f$ with respect to its two arguments. Then

$$
m=p+\delta,\qquad
\left.\frac{\partial\ln J}{\partial\ln L}\right|_V
=1-2p-\delta=1-2m+\delta .
$$

In the drift model, a positive $\delta$ makes the thickness dependence weaker than $L^{-7}$ when $m=4$. Doubling the thickness from 200 nm at 10 V gives a mean exponent of $-6.56$, hence a current ratio of $2^{6.564}\approx95$ instead of 128. The distinction needs good thickness measurements: since $J$ varies nearly as $L^{-7}$, an error of about 4% in the thickness ratio would hide it. Diffusion, treated next, can also hide it, because it makes the thickness dependence steeper than $1-2m$. For the film with $E_t=77.6$ meV and constant mobility, diffusion gives a slope of 3.39 between drops of 5 V and 10 V, so $1-2m\approx-5.8$, while doubling the thickness at 10 V gives a mean exponent of $-6.8$.

### Diffusion near the contact

The drift model sets $F=0$ at the cathode and lets $n$ diverge there. A real contact has a finite electron density, and diffusion carries electrons away from it. The current is then

$$
J=q\mu\left(nF-\frac{kT}{q}\frac{dn}{dx}\right).
$$

Close to the contact $F$ can be negative, with diffusion driving electrons against the force. To size the effect, let the contact density be $10^{19}$ cm⁻³, keep the mobility constant, and give the exit the density that drift alone would require.

The current that needs 10 V in the drift model then needs an electrostatic drop of 8.33 V. The current that needs 5 V needs 3.60 V. Since the drift current varies very nearly as $V^4$, the currents at equal drop exceed the drift values by factors of about

$$
\left(\frac{10}{8.33}\right)^4=2.1
\quad\text{at }8.33\text{ V},\qquad
\left(\frac5{3.60}\right)^4=3.7
\quad\text{at }3.60\text{ V}.
$$

These corrections are large. A length estimate suggests why. Near equilibrium $n$ varies as $e^{\psi/(kT/q)}$ with the local potential $\psi$, so (1) makes $n_t$ vary as $e^{\psi/(E_t/q)}$. The screening length of the trapped charge is then of order $\sqrt{\varepsilon E_t/(q^2n_t)}$, with $E_t$ in joules. At the exit value of $n_t$ this is about 15 nm, or 8% of the film. A layer of that size plausibly shortens the drift region enough to matter in a law as steep as $L^{-7}$, though the estimate does not prove that this is the whole cause.

The correction is larger at low voltage, so it lowers the slope and makes it vary with voltage even for exponential traps. Between the two corrected points,

$$
m=\frac{\ln16}{\ln(8.33/3.60)}\approx3.3 ,
$$

and the simple reading gives about 59 meV for a film whose true $E_t$ is 77.6 meV, an error of $-24\%$. Between drops of 5 V and 10 V the slope is 3.39 and the reading about 62 meV. The contact density matters mildly: from $10^{17}$ to $10^{20}$ cm⁻³ the drop for the higher current goes from 8.74 V to 8.23 V, and the reading between the two corrected points from 61 meV to 58 meV. Reducing $kT/q$ twentyfold in the diffusion term, with the trap law held fixed, brings the 10 V case back to 9.73 V. This test confirms the approach to the drift limit.

In scaled variables the diffusion term has the coefficient $kT/(qV)$. At fixed $V/L^2$ and fixed contact density, its relative importance therefore falls in thicker films, provided that the higher field $V/L$ remains tolerable. The gain comes from the higher voltage. At fixed voltage a thicker film does not reduce the correction, because the contact layer grows at least in proportion to the thickness.

### Limits of the inference

The parameters are illustrative and are not fitted to a particular material. The 78 meV is an inference from the stated slope. A real film may break both the constant-mobility and the drift-only assumptions. Taken separately, and read between drops of 5 V and 10 V, these move the apparent energy from 77.6 meV to 89.5 meV and about 62 meV. Taken together, with the Einstein relation applied to $\mu(|F|)$, they partly cancel: the slope is 3.84, the apparent energy about 73 meV, and the mean thickness exponent on doubling at 10 V about $-7.3$. A slope near 4 and an exponent near $-7$ therefore do not show that both effects are absent. For a 200 nm film, the 2.6 meV error from an uncertain slope would greatly understate the uncertainty of the interpretation.

Two further conditions concern field and heat. If empty traps were positively charged, the electron energy at distance $R$ along the force would be $-q^2/(4\pi\varepsilon R)-qFR$. Its maximum is at $R=\sqrt{q/(4\pi\varepsilon F)}$ and lies $q\sqrt{qF/(\pi\varepsilon)}$ below the zero-field barrier. At 0.5 MV/cm this lowering is 0.31 eV, four times $E_t$, so a fixed trap distribution is a safer assumption for traps that are neutral when empty. The Joule power at 10 V is 0.13 mW/cm². With a rough cooling coefficient of 1 mW/cm²K, the film warms by about 0.1 K, which has a negligible effect on the inferred energy.

The fourth-power law thus gives $E_t\approx78$ meV and $J\propto L^{-7}$ under the Mark–Helfrich assumptions. At voltages of this size, the trap energy should be fitted with diffusion and the measured field dependence of the mobility included. The check's output lists the main values.

## Computed values

```
Temperature: 300 K; kT: 25.852 meV
Stated voltage slope: 4.0; index l: 3.0
Trap decay energy: 77.56 meV
Trap temperature: 900 K
Trap-energy error for slope error 0.1: 2.59 meV
Thickness: 200 nm; relative permittivity: 3.0
Mobility: 1.0e-06 cm2/Vs
Transport states: 1.0e+21 cm^-3
Total traps: 1.0e+19 cm^-3
Bias range: 5 to 10 V
Occupation factor Neff/Nt: 1.2092
Ideal numerical voltage slope: 4.00000
Ideal numerical thickness exponent: -7.00000
Law, current at 5 V: 0.7978 uA/cm2
Law, current at 10 V: 12.765 uA/cm2
Sharp-step law at 10 V: 22.569 uA/cm2
Sharp-step current / finite-T current: 1.768
Current at doubled thickness, 10 V: 0.0997 uA/cm2
Current reduction on doubling thickness: 128.00
Trap-free current at 10 V: 3735.4 uA/cm2
Mean field at 10 V: 0.500 MV/cm
Exit field at 10 V: 0.875 MV/cm
Free density at exit: 9.105e+13 cm^-3
Trapped density at exit: 5.440e+16 cm^-3
Free/trapped density at exit: 0.00167
Full-statistics current / law, 5 V: 0.9965
Full-statistics current / law, 10 V: 0.9864
Slope with free charge and full statistics: 3.9853
Slope from 1 to 2 V at 250 K: 4.600
Slope from 1 to 2 V at 300 K: 3.999
Slope from 1 to 2 V at 350 K: 3.565
Gaussian trap centre, width: 0.50, 0.10 eV
Gaussian trap density: 1.0e+18 cm^-3
Gaussian local slope at 5 V: 3.002
Gaussian local slope at 10 V: 3.315
Gaussian J(4V,2L)/J(V,L), V=5 V: 2.00000
Field-mobility J(4V,2L)/J(V,L), V=5 V: 2.786
Rough mobility field coefficient: 2.0e-03 (cm/V)^0.5
Mobility factor at mean field: 4.11
Slope with field-dependent mobility: 4.461
Trap energy then misread from slope: 89.5 meV
Trap energy imitating slope 4: 66.9 meV
Thickness exponent of imitation: -6.564
Contact density for diffusion test: 1.0e+19 cm^-3
Diffusion: drift 5 V becomes 3.596 V
Diffusion: drift 10 V becomes 8.331 V
Same 10 V test with kT/q reduced 20-fold: 9.731 V
Apparent slope with diffusion: 3.288
Trap energy read with diffusion: 59.1 meV
Poole-Frenkel lowering if empty traps charged: 0.310 eV
Joule power at 10 V: 0.1277 mW/cm2
```
